\section*{Friction-induced pressure gradient and edge lift-off under a gimballed wafer}

\section*{Problem}

A wafer of radius $R$ is fixed to a stiff carrier, so that the two move as one rigid disc. The disc is pressed face down on a polishing pad with total load $F=\pi R^2p_0$, where $p_0$ is the mean pressure. The load includes the weight, which acts on the disc axis. The carrier is held by a gimbal on that axis, at height $h$ above the polished face. The gimbal transmits forces but no tilting moment.

The pad is a Winkler foundation: the pressure at a point is $p=kw$, where $w$ is the compression at that point and $k$ is a constant stiffness per area. The pad only pushes, so $p\ge 0$. Friction on the wafer has magnitude $\mu p$ per area, with constant $\mu$, and acts along the velocity of the pad relative to the wafer. Platen and carrier turn in the same sense at the same angular speed $\Omega$, about parallel axes a distance $c$ apart. The motion is steady. The retaining ring does not touch the pad, and the slurry carries no load.

\begin{enumerate}
\item[(a)] Show that the sliding velocity is the same at every point of the wafer.
\item[(b)] Find the pressure distribution while the whole face is in contact. Which edge gains pressure?
\item[(c)] Find the pivot height at which one edge unloads, and describe what happens above it.
\item[(d)] What pressure does a point of the spinning wafer feel on average?
\item[(e)] Evaluate the results for $R=150$ mm, $p_0=20$ kPa, $\mu=0.4$, $h=20$ mm, $k=1$ kPa/$\mu$m, $c=200$ mm and 90 rpm. Estimate the main effects that the model neglects.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Sliding velocity}

Let $\mathbf c$ run from the platen axis to the wafer axis, and let $\mathbf r$ run from the wafer axis to a point on its face. The pad there moves with velocity $\boldsymbol\Omega\times(\mathbf c+\mathbf r)$ and the wafer with $\boldsymbol\Omega\times\mathbf r$. The difference is
\begin{equation}
\boldsymbol\Omega\times(\mathbf c+\mathbf r)-\boldsymbol\Omega\times\mathbf r
=\boldsymbol\Omega\times\mathbf c ,
\end{equation}
which does not depend on $\mathbf r$. Its magnitude is $U=\Omega c$. We take the $x$ axis along it, with the origin at the wafer centre and $z$ upward. We take $\boldsymbol\Omega$ along $+z$, which puts the platen axis at $y=+c$; the opposite sense of rotation mirrors everything in $y$. The pad meets the wafer first at the leading edge, $x=-R$, and leaves it at the trailing edge, $x=+R$.

\subsection*{(b) Pressure distribution}

A rigid disc can sink and tilt but not bend, so the compression is a linear function of position. With three constants $\delta$, $\theta$ and $\psi$,
\begin{equation}
p=k(\delta-\theta x-\psi y).
\end{equation}
A positive $\theta$ means that the leading edge is pressed deeper. The tilt angles are small, so we neglect the change they make in the direction of the forces.

\emph{Vertical balance.} The integrals of $x$ and $y$ over the disc vanish by symmetry, hence
\begin{equation}
F=\int p\,dA=k\delta\,\pi R^2
\quad\Rightarrow\quad k\delta=p_0 .
\end{equation}

\emph{Friction.} The friction has the same direction everywhere, so its resultant is $\int\mu p\,dA=\mu F$ along $+x$, whatever the tilt. The gimbal supplies the opposite side force.

\emph{Moments about the pivot.} A point of the face lies at $\mathbf s=(x,y,-h)$ relative to the pivot. The force per area on the wafer is $\mathbf f=(\mu p,0,p)$. The two tilting components of the torque per area are
\begin{align}
(\mathbf s\times\mathbf f)_x&=s_yf_z-s_zf_y=yp,\\
(\mathbf s\times\mathbf f)_y&=s_zf_x-s_xf_z=-h\mu p-xp .
\end{align}
The gimbal transmits no moment, so both must integrate to zero:
\begin{equation}
\int yp\,dA=0,\qquad \int xp\,dA=-\mu Fh .
\label{eq:moment}
\end{equation}
The centre of pressure therefore lies a distance $\mu h$ upstream of the axis. This follows from statics and the uniform friction direction; the pad law has not been used. Friction drags the bottom of the wafer downstream, the pivot holds it back from above, and the disc noses down at its leading edge until the pad reaction restores the balance.

The pad law now gives the shape of the distribution. We need the second moment of the disc,
\begin{equation}
\int x^2\,dA=\int_0^R r^3\,dr\int_0^{2\pi}\cos^2\phi\,d\phi
=\frac{R^4}{4}\,\pi ,
\end{equation}
with the same value for $y^2$, while $\int xy\,dA=0$. The first condition in (\ref{eq:moment}) becomes $-k\psi\,\pi R^4/4=0$, so $\psi=0$. The second becomes
\begin{equation}
-k\theta\,\frac{\pi R^4}{4}=-\mu h\,\pi R^2p_0
\quad\Rightarrow\quad k\theta=\frac{4\mu hp_0}{R^2}.
\end{equation}
The pressure and its gradient are therefore
\begin{equation}
p(x)=p_0\left(1-\frac{4\mu h}{R^2}\,x\right),\qquad
\frac{dp}{dx}=-\frac{4\mu hp_0}{R^2}.
\label{eq:p}
\end{equation}
The leading edge gains pressure and the trailing edge loses as much. The stiffness has cancelled: a softer pad lets the wafer tilt more, through $\theta=4\mu hp_0/(kR^2)$, but the pressure stays the same. For $h=0$ the pressure is uniform. A pivot centre below the face, $h<0$, reverses the gradient and loads the trailing edge.

\subsection*{(c) Edge lift-off}

For $h>0$ the lowest pressure is at $x=R$, where (\ref{eq:p}) gives $p_0(1-4\mu h/R)$. It reaches zero at
\begin{equation}
h_c=\frac{R}{4\mu}.
\label{eq:hc}
\end{equation}
The centre of pressure is then $\mu h_c=R/4$ off the axis. For this linear pad, at fixed $R$ and $\mu$, neither the load nor the pad stiffness moves the limit.

Above $h_c$, equation (\ref{eq:p}) would require the pad to pull on the trailing edge, which it cannot do. A strip $x>x_0$ lifts off instead, and $p=k\theta(x_0-x)$ holds for $x<x_0$. With the chord length $2\sqrt{R^2-x^2}$, the ratio of the moment balance to the load balance fixes $x_0$:
\begin{equation}
\frac{\int_{-R}^{x_0}x\,(x_0-x)\sqrt{R^2-x^2}\,dx}
{\int_{-R}^{x_0}(x_0-x)\sqrt{R^2-x^2}\,dx}=-\mu h .
\end{equation}
This is solved numerically. There is also a final limit. A pressure that is nowhere negative has its centre inside the disc, so no equilibrium exists for $\mu h\ge R$, that is, for $h\ge R/\mu=4h_c$.

\subsection*{(d) Average over a rotation}

The pressure pattern stands still in space while the wafer turns through it. A wafer point at radius $r$ passes through $x=r\cos\phi$ at a uniform rate in $\phi$. In full contact its mean pressure is
\begin{equation}
\frac{1}{2\pi}\int_0^{2\pi}p_0\left(1-\frac{4\mu h}{R^2}r\cos\phi\right)d\phi=p_0 .
\end{equation}
If the removal rate is proportional to pressure times sliding speed, the gradient then causes no radial non-uniformity, because the speed is uniform too. Each point off the axis still feels a pressure that swings once per turn. After lift-off the pressure is no longer linear across the whole disc. Points with $r<x_0$ never enter the lifted strip, so their average is still the same at every radius, but it equals $k\theta x_0$, which is below $p_0$. Farther out the average depends on $r$.

\subsection*{(e) Numbers}

The load is $F=1414$ N and the friction force is $0.4\times1414=565.5$ N. Its moment about the pivot is $565.5\times0.020=11.31$ N\,m. The centre of pressure moves upstream by $0.4\times20=8$ mm. The relative change of pressure at the edges is
\begin{equation}
\frac{4\mu h}{R}=\frac{4\times0.4\times20}{150}=0.213 ,
\end{equation}
so the edge pressures are
\begin{equation}
p(\mp R)=20\,(1\pm0.213)\ \text{kPa}=24.3\ \text{and}\ 15.7\ \text{kPa},
\end{equation}
or 3.52 and 2.28 psi. The gradient is $-0.213\times20/0.150=-28.4$ kPa/m. The mean compression is $20\ \mu$m and the tilt is 28.4 $\mu$rad.

The trailing edge unloads at
\begin{equation}
h_c=\frac{150}{4\times0.4}=93.75\ \text{mm}.
\end{equation}
A direct numerical solution of the force and torque balances over the disc, with negative pressure excluded and without use of (\ref{eq:p}), also gives 93.75 mm. The chosen pivot is at about a fifth of this height.

Now raise the pivot to $1.25h_c=117.2$ mm. The numerical balance gives a lifted strip 33.1 mm wide and a leading-edge pressure of 45.4 kPa. Equation (\ref{eq:p}), used outside its range, would give 45 kPa there and $-5$ kPa at the trailing edge. At the rim, the average over a rotation is now $1.03p_0$. Since the load is unchanged, the average must lie below $p_0$ at some smaller radii.

\subsection*{What the model neglects}

The estimates below are separate, and each uses the data above. Their extra parameters are rough choices.

\emph{Lateral coupling in the pad.} A real pad is also pulled down just outside the wafer. Let $p=kw-k\ell^2\nabla^2w$, with a spread length $\ell=3$ mm. Outside the disc $p=0$, and for $\ell\ll R$ the compression decays as $e^{-(r-R)/\ell}$. Integrated over the whole pad, the $\nabla^2$ term gives neither force nor moment, because $w$ vanishes far away. The skirt therefore adds its own $\int kw\,dA$ and $\int kxw\,dA$. For a tilt, the added moment is $k\theta\,\pi R^3\ell$ to leading order, a fraction $4\ell/R=0.08$ of $k\theta\,\pi R^4/4$. The same moment then needs a smaller tilt, and the full calculation lowers the gradient by 7.6\%.

For the uniform part, the skirt adds $2\pi R\ell\,k\delta$, a fraction $2\ell/R$ of the load. The rim also carries a line load, proportional to the jump in slope of the pad surface. At the trailing edge the slope is $-\theta$ inside and $-w/\ell$ outside, so the line load vanishes at $w=\ell\theta$, which means $\theta R/\delta\approx1-\ell/R$. Together, the three corrections multiply $h_c$ by about $1+(4-2-1)\ell/R=1.02$. The full calculation gives 95.6 mm.

\emph{Pad creep.} Suppose that freshly compressed pad is stiffer by 10\%, and that this excess fades exponentially with a time constant of 0.05 s. The pad really moves on arcs about the platen axis. For a rough estimate we replace them by straight paths along $x$ at speed $U$, so that the pad moves $d=94$ mm in one time constant. Let $k$ be the stiffness after fading. Then $p=k(w+0.1\,q)$, where $q$ is the part of the compression that has not yet relaxed. It starts at $q=w$ where the pad enters, and follows $dq/dx=dw/dx-q/d$. The load and its first moment remain fixed by statics, but the profile is no longer linear. On the midline the leading and trailing pressures become 24.7 and 16.1 kPa. Both are higher than before, so the pressure is lower elsewhere. In this estimate the lift-off height rises by about 4\%. On the true arcs these values barely change, but the disc also tilts sideways, by about 6\% of the main tilt.

\emph{Unequal speeds.} Let the carrier turn at 60 rpm, with the platen speed and the sliding speed at the wafer centre held fixed. With $\Delta\Omega$ the difference in angular speed, the relative velocity gains a component $\Delta\Omega\,x$ along $y$. To leading order the side friction is $\mu\int p\,(\Delta\Omega\,x/U)\,dA=-\mu F\,\Delta\Omega\,\mu h/U$. Relative to $\mu F$ its size is $(30/90)(8/200)=0.013$, which agrees with the computed cross gradient of 1.3\% of the main one. The main gradient falls by 0.79\%.

\emph{Slurry pressure.} The nose-down wafer leaves a gap $g$ that widens downstream with a small slope $s$, and this produces suction. At a point, the mean velocity of the two surfaces is $\mathbf U/2+\boldsymbol\Omega\times\mathbf r$. For viscosity $\eta$, conservation of fluid then requires
\begin{equation}
\frac{g^3}{12\eta}\nabla^2p_f=s\left(\frac U2-\Omega y\right).
\end{equation}
The $\Omega y$ term gives a pressure odd in $y$, which vanishes at the centre. For the other term, with $p_f=0$ at the rim, we use $\nabla^2(R^2-r^2)=-4$ and find
\begin{equation}
p_f=-\frac{3\eta Us}{2g^3}\,(R^2-r^2).
\end{equation}
We take $\eta=1$ mPa\,s and $g=30\ \mu$m, and let a tenth of the compression, and so of the tilt, lie in the asperity layer that forms the gap. With $U=1.885$ m/s the suction at the centre is 6.7 kPa, a third of $p_0$. Its mean over the disc is half of that, since $1-r^2/R^2$ averages to $1/2$. On an ungrooved pad this would raise the contact load, and with it the friction moment, by about 17\%. The $\Omega y$ term adds no net load, but it does tilt the wafer sideways. Its pressure is $3\eta\Omega s\,y(R^2-r^2)/(2g^3)$, and its moment about the $x$ axis is $\pi\eta\Omega sR^6/(8g^3)=4.4$ N\,m, about 0.4 of the friction moment. The pad must balance this with a pressure gradient across the sliding direction, about 0.4 times the main one. This sideways tilt slopes the gap too, and its fluid pressure opposes the main tilt: with the balances solved together, the contact load still rises by about 17\%, but the main gradient rises by only about 3\%.

Grooves at ambient pressure change the picture. On a land of width $b$ between grooves, $d^2p_f/dx^2=6\eta Us/g^3$ gives a central suction of $3\eta Usb^2/(4g^3)$. This holds on the line $y=0$; elsewhere the $\Omega y$ term multiplies it by $1-2y/c$. For $b=2$ mm the suction is 0.6 Pa at $y=0$ and at most about 1.5 Pa anywhere under the wafer, which is negligible. The slurry pressure caused by the tilt can thus be neglected here for a grooved pad but not for a smooth one. Pressure caused by the shape of the individual lands is not included in this estimate. Both values vary as $g^{-3}$ and are rough.

\emph{Bending.} A steel carrier plate 40 mm thick, loaded at its centre and supported by a uniform pressure, dishes by an amount of order $p_0R^4/(Et^3)=0.8\ \mu$m, with $E=200$ GPa. The thin-plate equation with a free edge also gives about $0.8\ \mu$m from centre to edge, or about 0.8 kPa of pad pressure; shear in so thick a plate adds roughly 0.1 to 0.2 $\mu$m if the central load is spread over a radius of 20 to 50 mm, and more if it is more concentrated. Spreading the load also lowers the thin-plate part, to about $0.66\ \mu$m for a radius of 50 mm, so the total lies between about 0.75 and 0.95 $\mu$m. This dishing is symmetric about the axis and adds nothing to the first moment. It does take pressure off the rim, about 0.3 kPa here, which alone would lower the lift-off height by about 1.5\%. The friction moment, entering the plate through the hub, also bends it antisymmetrically and returns part of this pressure to the trailing rim, so the net drop is of order 1\%.

\emph{Nonlinear pad.} Real pads need not obey $p=kw$. Suppose instead that $p\propto w^n$. When the trailing edge just unloads, $p\propto(R-x)^n$, and integration over the disc puts the centre of pressure at $x=-nR/(n+3)$. Statics still requires $x=-\mu h$, so
\begin{equation}
h_c=\frac{n}{n+3}\,\frac{R}{\mu}.
\end{equation}
For $n=1$ this is (\ref{eq:hc}). A pad that stiffens with $n=1.5$ gives 125 mm instead of 93.75 mm. At $h=20$ mm the edge pressures change by less than 0.2 kPa for $n$ between 0.8 and 2, because the first moment is fixed by statics. The lift-off height is thus much more sensitive to the pad law than the edge pressures at a low pivot.

\subsection*{Comparison with real polishers}

The data are rough values for polishing a 300 mm silicon wafer on a stacked polyurethane pad. The assumption most open to failure is rigidity. A bare wafer 0.775 mm thick bends on this pad over a length $(D/k)^{1/4}$ of about 9 mm, where $D$ is its bending stiffness; this is far less than its radius. The results hold for a wafer backed by a stiff plate. In a carrier that presses the wafer through a flexible membrane, the membrane pressure largely sets the local load, and (\ref{eq:p}) should not be applied.

The retaining ring is another possible departure, since it may also press on the pad. As a simple case, tie it rigidly to the carrier, let it fill the area out to 175 mm, and keep the mean pressure at 20 kPa. The supporting disc is then larger. The pressure at the trailing edge of the wafer rises from 15.7 to 16.9 kPa, and the outer edge of the ring lifts at 109.4 mm. A ring pressed down by its own actuator needs a separate balance.

For a stiff carrier under the stated conditions, and with the whole face in contact, lowering the pivot centre towards the face reduces the gradient in direct proportion to $h$. Values of the gradient and of $h_c$ are no better known than $\mu$, which depends on slurry, pad and wear.

\section*{Table of computed values}
\begin{verbatim}
wafer radius R: 150 mm
mean pressure p0: 20 kPa
friction coefficient: 0.4 (no unit)
pivot height h: 20 mm
pad stiffness k: 1 kPa/um
distance between axes: 200 mm
platen speed: 90 rpm
sliding speed U: 1.885 m/s
total load F: 1414 N
friction force: 565.5 N
friction moment about pivot: 11.31 N m
upstream shift of pressure centre: 8 mm
pressure gradient dp/dx: -2.844e+04 kPa/m
relative edge change 4 mu h/R: 0.2133 (no unit)
leading-edge pressure: 24.27 kPa
trailing-edge pressure: 15.73 kPa
leading edge converted: 3.52 psi
trailing edge converted: 2.28 psi
mean compression: 20 um
tilt angle: 28.44 microrad
lift-off height, formula: 93.75 mm
lift-off height, numerical balance: 93.75 mm
pressure-centre shift at lift-off: 37.5 mm
high pivot: height: 117.2 mm
high pivot: lifted strip width: 33.1 mm
high pivot: leading pressure: 45.4 kPa
high pivot: invalid linear formula: 45 kPa
high pivot: spin-averaged edge p/p0: 1.03 (no unit)
coupling: spread length: 3 mm
coupling: gradient change: -7.6 %
coupling: lift-off height: 95.6 mm
creep: extra stiffness fraction: 0.1 (no unit)
creep: fading time: 0.05 s
creep: leading pressure: 24.7 kPa
creep: trailing pressure: 16.1 kPa
creep: lift-off height: 97.5 mm
unequal speeds: head speed: 60 rpm
unequal speeds: gradient change: -0.79 %
unequal speeds: cross/main gradient: 1.3 %
tied ring: outer radius: 175 mm
tied ring: wafer trailing pressure: 16.9 kPa
tied ring: ring lift-off height: 109.4 mm
slurry: viscosity: 1 mPa s
slurry: mean gap: 30 um
slurry: asperity share of compression: 0.1 (no unit)
slurry: land width between grooves: 2 mm
slurry: centre suction, no grooves: 6.7 kPa
slurry: land suction, grooved: 0.6 Pa
carrier: steel plate thickness: 40 mm
carrier: steel modulus: 200 GPa
carrier: dishing centre to edge: 0.82 um
carrier: dishing times k: 0.82 kPa
bare wafer: thickness: 0.775 mm
bare wafer: modulus: 150 GPa
bare wafer: bending length: 8.9 mm
\end{verbatim}
